Transit-time broadening in a Gaussian beam with curved wavefronts

**Problem**

An atom flies at constant speed v straight through a monochromatic Gaussian laser beam, at right angles to the beam axis. At the crossing the field amplitude falls to 1/e of its axial value at the radius w, so the intensity falls there to 1/e². The light is weak, and the upper state does not decay appreciably during the passage. The excitation probability is recorded as the laser frequency is scanned.

(a) The wavefronts are flat at the crossing. Show that the full width at half maximum (FWHM) of the line, in cyclic frequency, is 0.375 v/w.

(b) The wavefronts have radius of curvature R instead. Find the width, and evaluate it for v = 500 m/s, w = 1 mm, wavelength λ = 500 nm and R = 5 m. These are round model values.

**A tempting solution of part (b)**

Take part (a) for granted. The finite transit time then gives

δν_t = 0.3748 × (500 m/s)/(10⁻³ m) = 187.4 kHz.

On a curved wavefront the direction of the light changes across the beam. At distance x from the axis the wavefront is tilted by the small angle x/R, so the atom has a velocity component vx/R along the local direction of the light. The Doppler shift has magnitude vx/(λR) and opposite signs on the two sides of the axis.

The intensity is half its peak value where exp(−2x²/w²) = 1/2, that is, at x = ±w√(ln 2/2). These two points are w√(2 ln 2) apart, so their Doppler shifts differ by

δν_c = √(2 ln 2) vw/(λR)
= 1.1774 × 500 × 10⁻³/(500×10⁻⁹ × 5) Hz = 235.5 kHz.

There are two causes of broadening, so the widths are added:

δν = 187.4 kHz + 235.5 kHz = 422.9 kHz. (wrong)

**Where the fault lies**

Both contributions are correct. The fault is the last step, which adds two widths without asking how they combine in one spectrum.

Let Ω(t) = A(t) exp[iφ(t)] be the complex Rabi frequency met by the atom, with real amplitude A and phase φ. Let Δ = ω_L − ω₀ be the angular detuning of the laser from the atomic resonance. For weak light the line shape is |F(Δ)|², as shown below, with

F(Δ) = ∫ Ω(t) e^{−iΔt} dt.

All time integrals run from −∞ to ∞. Since Δe^{−iΔt} = i d(e^{−iΔt})/dt, integration by parts gives

ΔF(Δ) = −i ∫ (dΩ/dt) e^{−iΔt} dt.

The boundary term vanishes because the field vanishes far from the beam. Parseval's theorem, applied to F and to ΔF, then gives the mean square detuning of the line:

⟨Δ²⟩ = ∫ |dΩ/dt|² dt / ∫ |Ω|² dt.

The derivative is dΩ/dt = (A′ + iAφ′) exp(iφ), where primes denote time derivatives. The amplitude change contributes the real part of the bracket and the phase change the imaginary part. Its squared modulus therefore has no cross term:

⟨Δ²⟩ = ∫ A′² dt / ∫ A² dt + ∫ A²φ′² dt / ∫ A² dt.

The first term comes from the finite passage, the second from the Doppler shifts along the path. When both A and φ are even functions of time, as they are here, the line is centred at Δ = 0, so these are variances. The variances add, whereas the tempting solution added the widths. To turn this into a statement about the FWHM we need the line shape itself.

**Right solution**

*The field seen by the atom.* Let the atom move along x and pass the axis at distance y, with x = vt. Write the laser field with the time factor exp(−iω_L t). A diverging wave, R > 0, then has the transverse phase

k[√(R² + x² + y²) − R] ≈ k(x² + y²)/(2R), k = 2π/λ.

The next term of the expansion is of size kx⁴/(8R³), about 10⁻⁸ rad at x = w in the example, and can be dropped. Hence

Ω(t) = Ω_y exp(−at²), a = v²[1/w² − ik/(2R)].

The constant Ω_y contains the factor exp(−y²/w²) and a constant phase. Missing the axis therefore weakens the signal by exp(−2y²/w²) but does not change the width.

*Weak excitation.* In the rotating-wave approximation the upper-state amplitude c_u obeys

i dc_u/dt = ½ Ω(t) e^{−iΔt} c_l.

For weak light the lower-state amplitude c_l stays close to 1. Integration over the whole passage gives

P(Δ) = |c_u|² = ¼ |∫ Ω(t) e^{−iΔt} dt|².

*The integral.* Complete the square in the exponent:

at² + iΔt = a[t + iΔ/(2a)]² + Δ²/(4a).

Multiplying out the square gives at² + iΔt − Δ²/(4a), and the last term restores the balance. The real part of a is positive, so the integral converges and the complex shift of t does not change its value:

∫ exp(−at² − iΔt) dt = √(π/a) exp[−Δ²/(4a)].

The squared modulus of an exponential doubles the real part of its exponent, so

P(Δ) = (π|Ω_y|²/(4|a|)) exp[−½ Δ² Re(1/a)].

*Part (a).* For flat wavefronts 1/R = 0 and a = v²/w². The line shape is

P(Δ) ∝ exp[−Δ²w²/(2v²)].

It falls to half its maximum when Δ²w²/(2v²) = ln 2, that is, at Δ = ±√(2 ln 2) v/w. The full width in angular frequency is 2√(2 ln 2) v/w = 2.355 v/w. Division by 2π gives the cyclic frequency:

δν_t = (√(2 ln 2)/π) v/w = 0.375 v/w.

The number depends on the definition of w as the 1/e radius of the field, and on quoting the full width in hertz.

The intensity pulse seen by the atom has the FWHM duration √(2 ln 2) w/v, which is 2.355 µs in the example. The product of duration and width is 2 ln 2/π = 0.441, whatever v and w are. Neglecting decay thus requires an upper-state lifetime much longer than a few microseconds here.

*Part (b).* Define the dimensionless curvature parameter

s = kw²/(2R) = πw²/(λR).

Then a = (v²/w²)(1 − is). Multiplying numerator and denominator of 1/a by 1 + is gives

1/a = (w²/v²)(1 + is)/(1 + s²), Re(1/a) = (w²/v²)/(1 + s²).

The line is still Gaussian. Compared with part (a), w²/v² in the exponent is divided by 1 + s², so the width is multiplied by √(1 + s²):

δν = 0.375 (v/w) √(1 + s²).

The term added under the root is the Doppler spread of the tempting solution, because

s δν_t = (πw²/(λR)) (√(2 ln 2)/π)(v/w) = √(2 ln 2) vw/(λR) = δν_c.

Therefore

δν² = δν_t² + δν_c².

This agrees with the addition of variances. Since only s² appears, converging and diverging wavefronts of equal curvature give the same width. For R < 0, |R| is used in δν_c.

**The numbers**

The curvature parameter is

s = π × (10⁻³ m)²/(500×10⁻⁹ m × 5 m) = 1.257,

so √(1 + s²) = 1.606 and

δν = 187.4 kHz × 1.606 = 300.9 kHz.

The quadrature sum √(187.4² + 235.5²) kHz gives the same value. The linear sum, 422.9 kHz, is about 40% above it. Direct integration of the two-level Schrödinger equation through the beam, with the full spherical phase, also gives 300.94 kHz, as the numerical output shows.

Curvature lowers the line as well as widening it. The peak of P is proportional to 1/|a|, and |a| = (v²/w²)√(1 + s²). The peak therefore falls by the same factor by which the width grows, and the area under the line is unchanged.

**Nearly flat and strongly curved wavefronts**

For s ≪ 1 the square root can be expanded:

δν ≈ δν_t (1 + s²/2).

The correction is of second order in the curvature. For a broadening of 1% we need 1 + s² = 1.01², or s = 0.142. With the same w and λ this means R = 44.3 m. At R = 20 m the width is 196.4 kHz, already about 5% above the flat-front value.

For s ≫ 1 the Doppler term dominates, and δν approaches √(2 ln 2) vw/(λ|R|). The width then grows with w, although the transit takes longer. At fixed R there is a best beam radius. With u = w², the square of the width is proportional to

1/u + π²u/(λR)².

Its derivative, −1/u² + π²/(λR)², vanishes at u = λ|R|/π, which is s = 1. The example has s > 1, so enlarging the beam at fixed R would broaden the line further.

**Moving along a free Gaussian beam**

In a freely propagating beam w and R are not independent. At distance z from a waist of radius w₀,

w² = w₀²(1 + z²/z_R²), R = z(1 + z_R²/z²), z_R = πw₀²/λ.

Inserting these into s gives

s = (πw₀²/λ) × [(z_R² + z²)/z_R²] × [z/(z² + z_R²)] = z_R × z/z_R² = z/z_R.

Thus w = w₀√(1 + s²), and the root cancels in the width:

δν = 0.375 (v/w₀)√(1 + s²)/√(1 + s²) = 0.375 v/w₀.

The width is the same at every distance from the waist. Far from the waist the transit is longer, but the curvature removes the whole gain.

The reason can be seen by splitting the beam into plane waves. An atom moving along x sees a wave with transverse wave number k_x shifted by k_x v, so the line records the distribution of k_x in the beam. The atom follows one line at fixed y, so waves with the same k_x and different k_y add coherently. In the paraxial approximation, propagation over a distance z multiplies each plane wave by exp[−i(k_x² + k_y²)z/(2k)], and the Gaussian field is a function of x times a function of y. The sum over k_y therefore gives one factor common to all k_x, which changes the height of the line but not its shape. Each k_x component otherwise acquires only a phase, so the relative strengths of the k_x components, and with them the width, do not change.

The beam of the example has w₀ = 1 mm/1.606 = 0.623 mm and z_R = 2.436 m, and the atom crosses it at z = 1.257 × 2.436 m = 3.06 m. Propagating the waist field numerically to 1.225 m, 3.061 m and 6.123 m gives beam radii of 0.697 mm, 1.000 mm and 1.684 mm, but a width of 300.94 kHz each time. A narrower line from this atom needs a larger waist w₀; moving the crossing point does not help.

**Where the result stops holding**

The derivation assumed c_l ≈ 1. For flat wavefronts and exact resonance the two-level equations can be solved at any intensity, because Ω(t) then has a constant phase. They give P = sin²(θ/2), with θ = ∫|Ω| dt. The weak-field formula gives θ²/4, so it needs θ ≪ 1. At θ = π the atom is fully inverted, while θ²/4 would exceed 1. The numerical solution for this π pulse has a width 0.9455 times the weak-field value.

The result also refers to a single speed and direction. A velocity component along the beam axis shifts the line by the ordinary Doppler effect, so a spread of directions adds broadening of its own. A small tilt α of the path shifts the line by vα/λ, which in the example is 100 kHz for α = 0.1 mrad. An angular spread of a few tenths of a milliradian is therefore already comparable with the whole width found above. With a spread of speeds, each speed contributes a Gaussian of width proportional to v and peak probability proportional to 1/v². Their sum is in general not Gaussian, and its width is not found by putting the mean speed into the formula.

Numbers as computed

```
speed v: 500 m/s
beam radius w at crossing: 1.000 mm
wavelength: 500 nm
wavefront radius R: 5.0 m
coefficient sqrt(2 ln 2)/pi: 0.3748
angular coefficient 2 sqrt(2 ln 2): 2.3548
v/w: 5e+05 1/s
intensity pulse duration FWHM: 2.355 us
duration times flat width: 0.4413
flat width, formula: 187.39 kHz
flat width, Schroedinger: 187.39 kHz
curvature parameter s: 1.2566
factor sqrt(1+s^2): 1.6060
curvature part, formula: 235.48 kHz
Doppler spread from phase: 235.48 kHz
total width, formula: 300.94 kHz
total width, Schroedinger: 300.94 kHz
total width for R = -5 m: 300.94 kHz
total width for R = 20 m, solved: 196.42 kHz
off-axis path y/w: 0.60
off-axis width: 300.94 kHz
off-axis/on-axis signal: 0.4868
equivalent waist w0: 0.6227 mm
Rayleigh length: 2.436 m
distance from waist: 3.061 m
Fresnel z = 1.225 m: w = 0.6969 mm, R = 6.071 m, width = 300.94 kHz
Fresnel z = 3.061 m: w = 1.0000 mm, R = 5.000 m, width = 300.94 kHz
Fresnel z = 6.123 m: w = 1.6843 mm, R = 7.092 m, width = 300.94 kHz
R for 1 percent broadening: 44.3 m
weak-field resonant probability: 1.000e-04
pi-pulse width / weak-field width: 0.9455
```
